# The Keating elastic relation for diamond crystals and what it tests

## Definitions and conventions

A diamond crystal has cubic lattice constant $a_0$, and $a=a_0/4$. An atom of the first sublattice has four neighbours at

$$x_1=a(1,1,1),\quad x_2=a(1,-1,-1),\quad x_3=a(-1,1,-1),\quad x_4=a(-1,-1,1).$$

An atom of the second sublattice has neighbours at $-x_i$. The primitive cell has two atoms, four bonds, twelve bond pairs sharing an atom, and volume $16a^3$. In the undeformed crystal $x_i\cdot x_i=3a^2$ and $x_i\cdot x_j=-a^2$ for $i\ne j$.

The Keating energy is

$$E=\frac{\alpha}{8a^2}\sum_{\rm bonds}(r^2-3a^2)^2+\frac{\beta}{8a^2}\sum_{\rm pairs}(r_i\cdot r_j+a^2)^2 ,$$

with $\alpha,\beta>0$. Here $\alpha$ resists stretching and $\beta$ mainly resists bending. Other normalizations of the sums rescale $\alpha$ and $\beta$. The algebra uses atomic units, so $\hbar=1$.

The moduli are defined by the energy density about the stress-free crystal,

$$u=\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx})+\tfrac12C_{44}(\gamma_{xy}^2+\gamma_{yz}^2+\gamma_{zx}^2),$$

where $\gamma_{xy}=2\varepsilon_{xy}$. The nuclei are classical and at rest, and the two sublattices relax at fixed strain. Under these conditions the model gives

$$R\equiv\frac{2C_{44}(C_{11}+C_{12})}{(C_{11}-C_{12})(C_{11}+3C_{12})}=1 .$$

This relation tests whether two constants can reproduce three moduli of one reference crystal. It is necessary for transferability of the model, but not sufficient.

## Moduli without internal shift

Let the strain be $\varepsilon$ and let the second sublattice shift by $w$ relative to the first. A bond becomes $r_i=(1+\varepsilon)x_i+w$, so to first order

$$\delta(r_i\cdot r_j)=2x_i\cdot\varepsilon\cdot x_j+w\cdot(x_i+x_j). \tag{1}$$

Both brackets in $E$ vanish in the reference crystal, so first-order changes suffice for the second-order energy. Bonds at the second sublattice are reversed in sign, which leaves the products unchanged.

For a diagonal strain, a half turn about any cube axis through an atom preserves the strain and reverses two components of $w$. Every term linear in $w$ therefore vanishes, and $w=0$ at the minimum.

**Dilation.** For $\varepsilon=e\,\mathbf 1$, equation (1) gives $6a^2e$ for a bond and $-2a^2e$ for a pair. The cell energy is

$$4\frac{\alpha}{8a^2}36a^4e^2+12\frac{\beta}{8a^2}4a^4e^2=(18\alpha+6\beta)a^2e^2 .$$

Division by $16a^3$ and comparison with $u=\frac32(C_{11}+2C_{12})e^2$ give

$$C_{11}+2C_{12}=\frac{3\alpha+\beta}{4a}. \tag{2}$$

**Tetragonal shear.** For $\varepsilon={\rm diag}(e,-e,0)$, bond lengths do not change to first order because $x^2=y^2$ on every bond. In each pair, exactly one of the three Cartesian products is $+a^2$ and the other two are $-a^2$. The change $2e(x_ix_j-y_iy_j)$ is therefore $4a^2e$, $-4a^2e$ or $0$, each for two of the six pairs at an atom. Eight pairs per cell contribute:

$$8\frac{\beta}{8a^2}16a^4e^2=16\beta a^2e^2,\qquad u=(C_{11}-C_{12})e^2,$$

$$C_{11}-C_{12}=\frac{\beta}{a}. \tag{3}$$

Adding twice (3) to (2) gives $3C_{11}$, and hence

$$C_{11}=\frac{\alpha+3\beta}{4a},\qquad C_{12}=\frac{\alpha-\beta}{4a}. \tag{4}$$

Two combinations follow:

$$C_{11}+C_{12}=\frac{\alpha+\beta}{2a},\qquad C_{11}+3C_{12}=\frac{\alpha}{a}. \tag{5}$$

## Shear and the relaxed sublattices

Take $\varepsilon_{xy}=\varepsilon_{yx}=\gamma/2$. A half turn about $z$ preserves this strain and reverses $w_x$ and $w_y$, so the shift is $(0,0,w)$. Let $t_i=(+1,-1,-1,+1)$. On each bond $x_iy_i=a^2t_i$ and $z_i=at_i$, so

$$\delta(r_i^2)=2\gamma a^2t_i+2awt_i=2at_i(a\gamma+w).$$

For pairs, the strain contributes $\gamma(x_iy_j+y_ix_j)$. This is $-2a^2\gamma$ for pair (1,4), $+2a^2\gamma$ for pair (2,3), and zero for the other four. The shift contributes $+2aw$, $-2aw$ and zero respectively. The two active pairs therefore change by $\pm2a(w-a\gamma)$. With four bonds and four active pairs per cell,

$$E=2\alpha(a\gamma+w)^2+2\beta(w-a\gamma)^2. \tag{6}$$

Setting $\partial E/\partial w=0$ gives $\alpha(a\gamma+w)+\beta(w-a\gamma)=0$, or

$$w=-\zeta a\gamma,\qquad \zeta=\frac{\alpha-\beta}{\alpha+\beta}=\frac{2C_{12}}{C_{11}+C_{12}} .$$

At this minimum $a\gamma+w=2\beta a\gamma/(\alpha+\beta)$ and $w-a\gamma=-2\alpha a\gamma/(\alpha+\beta)$. Substitution yields

$$E=\frac{8a^2\gamma^2(\alpha\beta^2+\beta\alpha^2)}{(\alpha+\beta)^2}=\frac{8a^2\gamma^2\alpha\beta}{\alpha+\beta}.$$

Comparing $E/16a^3$ with $\frac12C_{44}\gamma^2$ gives

$$C_{44}=\frac{\alpha\beta}{a(\alpha+\beta)}. \tag{7}$$

Stretching and bending act like springs in series. If $\beta\ll\alpha$, then $C_{44}\to\beta/a$: the bonds keep their length and the angles carry the shear. Holding $w=0$ gives instead $(\alpha+\beta)/4a$, which exceeds (7) by $(\alpha-\beta)^2/[4a(\alpha+\beta)]$. An implementation that omits the relaxation will therefore violate $R=1$ unless $\alpha=\beta$.

From (3), (5) and (7),

$$R=\frac{2\dfrac{\alpha\beta}{a(\alpha+\beta)}\dfrac{\alpha+\beta}{2a}}{\dfrac{\beta}{a}\dfrac{\alpha}{a}}=1 .$$

Conversely, suppose $R=1$, $C_{11}>C_{12}$ and $C_{11}+3C_{12}>0$. Then $\beta=a(C_{11}-C_{12})$ and $\alpha=a(C_{11}+3C_{12})$ are positive. They reproduce $C_{11}$ and $C_{12}$ by (4), and $R=1$ fixes $C_{44}$ at (7).

The relation was also tested with moduli obtained from finite differences of the full energy, relaxing $w$ numerically. For $(\alpha,\beta)=(1,0.3)$, $(1,0.05)$, $(2,1.7)$ and $(0.6,1.1)$ in common units, the largest $|R-1|$ was $2.6\times10^{-6}$.

## Phonons as a separate test

At $\gamma=0$, equation (6) becomes $E=2(\alpha+\beta)w^2=\frac12Kw^2$, with $K=4(\alpha+\beta)$. The two atoms of mass $m$ move with reduced mass $m/2$, so the zone-centre optical mode obeys

$$m\omega^2=8(\alpha+\beta)=4a_0(C_{11}+C_{12}), \tag{8}$$

where (5) was used in the last step.

$R=1$ cannot guarantee (8) outside the Keating model. A general harmonic shear energy is $E=\frac12A\gamma^2+D\gamma w+\frac12Kw^2$. Relaxation leaves the stiffness $A-D^2/K$. Replacing $D$ by $\kappa D$ and $K$ by $\kappa^2K$ preserves this stiffness, while $\omega$ changes by the factor $\kappa$. The other two moduli do not involve $w$.

For phonons at wavevector $q$, let $u_c$ be the amplitude of the central atom's sublattice and $u_o$ that of the other. With $s=+1$ or $-1$ for a centre on the first or second sublattice, the linear change of a scalar product is

$$b\cdot u=s\,x_i\cdot(u_oe^{is q\cdot x_j}-u_c)+s\,x_j\cdot(u_oe^{is q\cdot x_i}-u_c).$$

Here $b$ is a row of six coefficients and $u$ collects both amplitudes. Bonds are the case $i=j$, counted once. The eigenvalues of

$$H=\frac{\alpha}{4a^2}\sum_{\rm bonds}b^\dagger b+\frac{\beta}{4a^2}\sum_{\rm pairs}b^\dagger b$$

are $m\omega^2$. The factor $1/4$ is twice the $1/8$ in $E$, because $H$ is a second derivative.

## How weakly $R$ sees a missing interaction

Add to $E$ a coupling between the stretches of two bonds sharing an atom:

$$\frac{\sigma}{8a^2}\sum_{\rm pairs}(r_i^2-3a^2)(r_j^2-3a^2).$$

Under dilation its cell energy is $12(\sigma/8a^2)36a^4e^2=54\sigma a^2e^2$. Compared with $18\alpha a^2e^2$, this replaces $\alpha$ by $\alpha_1=\alpha+3\sigma$. In the tetragonal shear the stretches vanish, so (3) remains valid.

In the $xy$ shear the stretches are proportional to $t_i$. Since $\sum_i t_i=0$, the pair sum is $\sum_{i<j}t_it_j=(0-4)/2=-2$ per atom. Two atoms contribute $-2\sigma(a\gamma+w)^2$, which replaces $\alpha$ by $\alpha_2=\alpha-\sigma$ in (6). The optical mode also sees $\alpha_2$. Using $\alpha_1$ in (5) and $\alpha_2$ in (7),

$$R=\frac{\alpha_2(\alpha_1+\beta)}{\alpha_1(\alpha_2+\beta)},\qquad R-1=-\frac{\beta(\alpha_1-\alpha_2)}{\alpha_1(\alpha_2+\beta)}. \tag{9}$$

Equivalently, $R=(1+\beta/\alpha_1)/(1+\beta/\alpha_2)$. If $\beta$ is small compared with both $\alpha_1$ and $\alpha_2$, even a substantial relative difference between the two stretching constants leaves $R$ near one. Soft angles then dominate $C_{44}$ and hide the error in the bonds.

## Hydrostatic prestress

The relation also depends on the reference state. Scale the lattice by $\lambda$ and put $s=\lambda^2$. Before further strain, the bond and pair brackets are $3a^2(s-1)$ and $-a^2(s-1)$. The cell energy is therefore $\frac12(s-1)^2a^2(9\alpha+3\beta)$. With volume $16a^3\lambda^3$, $P=-dE/dV$ gives

$$P=-\frac{2\lambda(s-1)a^2(9\alpha+3\beta)}{48a^3\lambda^2}=-\frac{(s-1)(3\alpha+\beta)}{8a\lambda}. \tag{10}$$

Let $F$ be the additional deformation and $\eta=(F^TF-1)/2$. With the shift $w$ measured before both deformations,

$$r_i\cdot r_j=s(x_i+w)\cdot(1+2\eta)\cdot(x_j+w).$$

At $w=0$ the energy is quadratic in $\eta$. Its quadratic part is $s^2$ times the unstressed one, and division by the new volume gives $s^2/\lambda^3=\lambda$ times the old moduli. The linear part is $-P\,{\rm tr}\,\eta$ per volume.

Let lower-case $c$ denote moduli relating added stress to strain. For $F=\exp[{\rm diag}(t,-t,0)]$, the volume is fixed and ${\rm tr}\,\eta=2t^2$ to second order, so $c_{11}-c_{12}=\lambda(C_{11}-C_{12})-2P$.

For $F=(1+e)\mathbf 1$, ${\rm tr}\,\eta=3e+\frac32e^2$ and $\Delta V/V=3e+3e^2$ to second order. With bulk modulus $B=(c_{11}+2c_{12})/3$, the energy per volume is also $-P\Delta V/V+\frac12B(\Delta V/V)^2$. Equating the $e^2$ terms,

$$-\tfrac32P+\tfrac32\lambda(C_{11}+2C_{12})=-3P+\tfrac92B,$$

so $3B=\lambda(C_{11}+2C_{12})+P$. Together these equations give

$$c_{11}=\lambda C_{11}-P,\qquad c_{12}=\lambda C_{12}+P. \tag{11}$$

For shear, (6) acquires a factor $s^2$. The prestress also multiplies the second-order change $sw^2$ of every product, adding

$$4\frac{2\alpha}{8a^2}3a^2(s-1)sw^2-12\frac{2\beta}{8a^2}a^2(s-1)sw^2=3s(s-1)(\alpha-\beta)w^2 .$$

The mixed terms $2s\,w\cdot\eta\cdot(x_i+x_j)$ cancel in the sums because $\sum_i x_i=0$. Thus $K=4s^2(\alpha+\beta)+6s(s-1)(\alpha-\beta)$. The other coefficients are $A=4a^2s^2(\alpha+\beta)$ and $D=4as^2(\alpha-\beta)$. For $F=\exp\varepsilon$ with pure $xy$ shear, ${\rm tr}\,\eta=\gamma^2/2$ to second order, hence

$$c_{44}=\frac{A-D^2/K}{16a^3\lambda^3}-P. \tag{12}$$

At $\lambda=1$ this returns (7). Away from it, $R$ formed from the $c$ values is no longer identically one.

## Energy of epitaxial films

Let a thin film have equal in-plane strains $e$ and a free surface. For a (001) film, zero normal stress requires $C_{11}e_\perp+2C_{12}e=0$. The in-plane stress is $(C_{11}+C_{12})e+C_{12}e_\perp$, and the energy density is this stress times $e$:

$$u=M_{001}e^2,\qquad M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

For a (111) film write $\varepsilon=e\mathbf 1+g\,n n^T$, where $n=(1,1,1)/\sqrt3$. The diagonal strains are $e+g/3$ and each engineering shear is $2g/3$. With $h=C_{11}+2C_{12}$,

$$u=\tfrac32h(e+g/3)^2+\tfrac23C_{44}g^2 .$$

Minimization over $g$ gives $g=-3he/(h+4C_{44})$ and $e+g/3=4C_{44}e/(h+4C_{44})$. Therefore

$$M_{111}=\frac{24hC_{44}^2+6h^2C_{44}}{(h+4C_{44})^2}=\frac{6C_{44}h}{h+4C_{44}}.$$

A fit to $C_{11}$ and $C_{12}$ reproduces $M_{001}$ whatever $C_{44}$ it predicts. The (111) energy tests that prediction.

## Worked example in the silicon regime

The inputs are rough values typical of silicon, not reference data: $a_0=0.54$ nm, $m=28$ u, $C_{11}=170$ GPa, $C_{12}=64$ GPa and $C_{44}=80$ GPa. Then

$$R=\frac{2\times80\times234}{106\times362}=0.976 .$$

This 2.4% deviation is not evidence against the model. It comes mainly from the rounding of $C_{11}$: commonly quoted room-temperature values near 165.7, 63.9 and 79.6 GPa give $R=1.005$. Allowing half-widths of 5, 0.5 and 0.5 GPa for the rounding of the three moduli gives $R$ between 0.931 and 1.026. Logarithmic differentiation shows which input matters:

$$\frac{\partial\ln R}{\partial\ln C_{11}}=C_{11}\left[\frac1{C_{11}+C_{12}}-\frac1{C_{11}-C_{12}}-\frac1{C_{11}+3C_{12}}\right]=-1.35,$$

$$\frac{\partial\ln R}{\partial\ln C_{12}}=C_{12}\left[\frac1{C_{11}+C_{12}}+\frac1{C_{11}-C_{12}}-\frac3{C_{11}+3C_{12}}\right]=0.35 .$$

The derivative for $C_{44}$ is 1. The three sum to zero because a common scale factor cancels in $R$.

The fitted constants are

$$\alpha=0.135\ {\rm nm}\times362\ {\rm GPa}=305\ {\rm eV/nm^2}=3.05\ {\rm eV/Å^2},$$

$$\beta=0.135\ {\rm nm}\times106\ {\rm GPa}=89.3\ {\rm eV/nm^2}=0.893\ {\rm eV/Å^2}.$$

They predict $C_{44}=80/0.976=82.0$ GPa, or 0.512 eV/Å$^3$. With frozen sublattices the value would be 117 GPa. For a (111) film at 1% misfit, replacing the rough $C_{44}$ by the prediction, with $C_{11}$ and $C_{12}$ fixed, raises the harmonic energy from 0.1445 to 0.1462 eV/nm$^3$, or 1.2%. This difference also reflects the rough inputs: with 165.7, 63.9 and 79.6 GPa it is $-0.2$%. Anharmonic terms, neglected here, are of order 1–2% at this misfit. The full Keating energy raises the value by 1.2% in tension and lowers it by 1.2% in compression, while typical third-order constants of silicon give a correction of the opposite sign.

The phonons are less well described. Equation (8) gives 68.6 meV for the optical mode, 7.2% above the rough silicon value of 64 meV. Rounding of $a_0$, $m$, $C_{11}$ and $C_{12}$ could lower the prediction only to 66.9 meV. At $q=(2\pi/a_0)(1,0,0)$, the lowest transverse acoustic energy is 32.7 meV, 1.72 times the rough value of 19 meV. Near-agreement in $R$ has not transferred to short wavelengths.

Bond coupling is one possible reading of the optical mismatch. Keeping $\beta$ and $\alpha_1=305$ eV/nm$^2$ fixed, the rough optical energy requires $\alpha_2=253.6$ eV/nm$^2$, so $\sigma=(305.0-253.6)/4\approx12.8$ eV/nm$^2$. The stretching constant falls by 16.8%, yet (9) gives $R=0.956$, only 4.4% below one. This shows how weakly $R$ responds, not that the coupling is the cause. With $C_{11}$ and $C_{12}$ fixed as here, the coupled crystal has $C_{44}=78.4$ GPa, below the input $80\pm0.5$ GPa; at $C_{12}=64$ GPa it matches only for $C_{11}$ near 173–174 GPa. With moduli near 165.7, 63.9 and 79.6 GPa, the same construction gives $R\approx0.97$ against 1.005 from the moduli, so this coupling alone does not account for silicon. It also leaves the zone-edge transverse acoustic energy at 32.7 meV.

Real silicon layers also depart from the zero-temperature, stress-free assumptions. For the fitted Keating crystal, 1% hydrostatic compression of the lattice constant gives $R=0.9971$. This number describes the model only. By (10)–(12), $c_{11}$ and $c_{44}$ fall under this compression, to about 165 and 78 GPa, and the bulk modulus is unchanged to first order, whereas all three moduli of silicon rise with pressure. A biaxially strained film has lower symmetry and more than three independent moduli, so this number does not describe its full elastic response. For heating from 300 to 400 K, a rough softening of $10^{-4}$ per K changes each modulus by at most 1%. Equal relative changes cancel in $R$. If each change is allowed either sign, as a cautious bound, $\ln R$ shifts by at most 0.027 to first order. In an alloy, unequal bond lengths and local disorder break the assumption of one bond type, and the present calculation assigns no number to that effect.

For implementation, $R$ is useful as a first screen when the moduli refer to the same temperature and a stress-free crystal, with errors small compared with the deviation sought. A potential intended for phonons or strained layers also needs tests on those properties. The remaining values are in the numerical output.

## Computed values

```
model tests: largest |R-1| = 2.6e-06
inputs (rough silicon regime)
a0 = 0.54 nm; a = 0.135 nm; mass = 28 u
C11 = 170 GPa; C12 = 64 GPa; C44 = 80 GPa
rounding half-widths = 5.0, 0.5, 0.5 GPa
rough optical phonon = 64 meV
rough zone-edge TA phonon = 19 meV
relation
C11+C12 = 234 GPa
C11-C12 = 106 GPa
C11+3C12 = 362 GPa
R = 0.976
R range from input rounding = 0.931 to 1.026
dlnR/dlnC11 = -1.347
dlnR/dlnC12 = 0.347
dlnR/dlnC44 = 1.000
fit to C11 and C12
alpha = 305.0 eV/nm^2 = 3.050 eV/angstrom^2
beta = 89.3 eV/nm^2 = 0.893 eV/angstrom^2
beta/alpha = 0.293
internal strain zeta = 0.547
C44 frozen sublattices = 117.0 GPa
C44 predicted = 82.0 GPa = 0.5118 eV/angstrom^3
C44 predicted / rough input - 1 = 2.5 %
phonons from the same alpha and beta
optical phonon = 68.6 meV
optical excess over rough value = 7.2 %
lowest optical value within rounding = 66.9 meV
zone-edge TA phonon = 32.7 meV
zone-edge TA / rough value = 1.72
neglected effects
stretching constant, dilation = 305.0 eV/nm^2
stretching constant, optical mode = 253.6 eV/nm^2
bond coupling sigma = 12.8 eV/nm^2
drop in stretching constant = 16.8 %
R with that coupling = 0.956
R of Keating crystal, 1% compressed = 0.9971
softening = 1e-04 per K over 100 K (rough)
largest thermal change of ln R = 0.027
epitaxial films, misfit 1%
M001 = 185.8 GPa
M111 with rough C44 = 231.5 GPa
M111 with Keating C44 = 234.2 GPa
(111) energy, rough C44 = 0.1445 eV/nm^3
(111) energy, Keating C44 = 0.1462 eV/nm^3
(111) energy error = 1.19 %
```
